Spin-summed overlap of positive-energy free Dirac spinors

**Problem**

A free electron with wave vector k is described by a four-component plane wave u e^{ik·r}. The column u is an eigenvector of the Dirac Hamiltonian

H(k) = c α·k + β mc².

Atomic units with ħ = 1 are used in the algebra, while m and c are kept visible. The matrices α₁, α₂, α₃ and β are Hermitian 4×4 matrices that obey

α_i α_j + α_j α_i = 2δ_ij,  α_i β + β α_i = 0,  β² = 1.

The two positive-energy spinors at k are u_s(k), with s = 1, 2. They are orthogonal to each other and normalized to u†u = 1. A prime marks quantities that belong to k', and m > 0. The spin-summed overlap is

S(k,k') = Σ_{s,s'} |u_s†(k) u_{s'}(k')|².

A change of phase of one spinor at k alone, u_s(k) → e^{iφ} u_s(k), multiplies its products u_s†(k)u_{s'}(k') by e^{−iφ}. In general this alters the plain sum of the products, but it leaves S unchanged. With the modulus squared, S is moreover the same for every orthonormal choice of the two spinors at k and at k', as the solution of (a) shows.

(a) Show that, with E = √(c²k² + m²c⁴),

S = 1 + (c² k·k' + m²c⁴)/(EE').

(b) Find the limit of S for c → ∞ at fixed momenta, and the first correction to it.

(c) Evaluate S for |k| = 100 Å⁻¹, |k'| = 200 Å⁻¹ and an angle of 60° between them. Is the first correction from (b) sufficient here?

**Hints**

1. Explicit spinors are not needed for (a). Square H(k) to find its eigenvalues, then build from H(k) the matrix that projects on the positive-energy states.

2. For two columns u and w, |u†w|² is the trace of a product of two matrices, uu† and ww†.

3. The trace of a product does not change when its factors are permuted cyclically. Together with the anticommutation rules, this gives every trace that occurs.

4. For (b), use the dimensionless momenta p = k/(mc) and p' = k'/(mc), and expand in both.

**Solution of (a)**

*Energies.* Squaring the Hamiltonian gives

H² = c² Σ_ij k_i k_j α_i α_j + mc³ Σ_i k_i (α_i β + β α_i) + m²c⁴ β².

The middle term vanishes by anticommutation. In the first term k_i k_j is symmetric in i and j, so α_i α_j may be replaced by half its anticommutator, which is δ_ij. Hence

H² = c²k² + m²c⁴ = E²,

and every eigenvalue of H is +E or −E.

The traces of α_i and β are zero. For α_i, insert β² = 1, move one β cyclically to the front, and then anticommute it back:

tr α_i = tr(α_i β β) = tr(β α_i β) = −tr(α_i β β) = −tr α_i.

The same argument with α₁² = 1 gives tr β = 0. Therefore tr H = 0, and the four eigenvalues must be +E twice and −E twice. The two values of s label the first pair.

*Projector.* Define

Λ(k) = ½ [1 + H(k)/E].

On a state of energy +E it gives ½(1 + 1) = 1, and on a state of energy −E it gives ½(1 − 1) = 0. Since H is Hermitian, its eigenvectors can be chosen as an orthonormal basis, and so

Λ(k) = Σ_s u_s(k) u_s†(k).

The left side contains no choice of spin basis. The sum over s is thus the same for every orthonormal pair of positive-energy spinors.

*From overlap to trace.* Write u for u_s(k) and w for u_{s'}(k'). Then

|u†w|² = (u†w)(w†u) = tr(u u† w w†),

because the number u†(w w†u) is the trace of the matrix (w w†u)u†, and the factors may be permuted cyclically. Summing over s and s' turns uu† into Λ(k) and ww† into Λ(k'):

S = tr[Λ(k) Λ(k')].

*Traces.* With H' = H(k'), multiplying out gives

S = ¼ tr[1 + H/E + H'/E' + HH'/(EE')].

The first term has trace 4, and the next two have trace zero. For the last one,

tr(HH') = c² Σ_ij k_i k'_j tr(α_i α_j) + mc³ Σ_i [k_i tr(α_i β) + k'_i tr(β α_i)] + m²c⁴ tr β².

Cyclic permutation lets each trace of a product be written as half the trace of an anticommutator. This gives tr(α_i α_j) = ½ tr(2δ_ij) = 4δ_ij and tr(α_i β) = 0. Also tr β² = 4. Hence

tr(HH') = 4(c² k·k' + m²c⁴),

S = ¼ [4 + 4(c² k·k' + m²c⁴)/(EE')] = 1 + C,

C = (c² k·k' + m²c⁴)/(EE').

This is the required result.

*Range of values.* The number C is the cosine of the angle between the two real four-component vectors (ck, mc²) and (ck', mc²), whose lengths are E and E'. It therefore lies between −1 and 1. The value −1 would require antiparallel vectors, which is impossible because both last components are positive. The value 1 requires parallel vectors, and the equal last components then force k = k'. So 0 < S ≤ 2, and S = 2 is reached only at k = k'.

When ck and ck' are both much larger than mc², the mass term in C becomes negligible and EE' approaches c²|k||k'|. With θ the angle between k and k',

S → 1 + cos θ.

In this regime the overlap depends on the directions of the momenta and no longer on their magnitudes.

**Solution of (b)**

In terms of p and p', the energies are E = mc²√(1 + p²) and E' = mc²√(1 + p'²). The common factor m²c⁴ cancels in C:

C = (1 + p·p')(1 + p²)^(−1/2)(1 + p'²)^(−1/2).

For small x, (1 + x)^(−1/2) = 1 − x/2 + 3x²/8 + O(x³). The product of the two roots is then

1 − (p² + p'²)/2 + 3(p⁴ + p'⁴)/8 + p²p'²/4 + O(c⁻⁶).

Multiplication by 1 + p·p' gives

C = 1 + p·p' − (p² + p'²)/2 + Q + O(c⁻⁶),

Q = 3(p⁴ + p'⁴)/8 + p²p'²/4 − (p·p')(p² + p'²)/2.

The second-order terms combine to −|p − p'|²/2, so that

S = 2 − |k − k'|²/(2m²c²) + O(c⁻⁴).

The limit is 2. This is the nonrelativistic value: two-component spin functions χ_s do not depend on momentum, and in a common basis Σ_{s,s'} |χ_s†χ_{s'}|² = Σ_{s,s'} δ_{ss'} = 2, one unit for each spin.

The correction contains the difference of the momenta, in agreement with S = 2 at k = k'. The expansion requires both |k| and |k'| to be small compared with mc. A small difference between two large momenta is not enough, because Q and the later terms contain p and p' separately.

**Solution of (c)**

With ħ restored, ck becomes ħck. The constants are ħc = 1973.27 eV Å, mc² = 510999 eV and mc/ħ = 258.96 Å⁻¹. The given wave vectors are comparable with mc/ħ, so a clear relativistic effect is expected. No particular material is implied by these round values.

The momentum energies are

ħc|k| = 197327 eV,  ħc|k'| = 394654 eV,

and the total energies are

E = √(197327² + 510999²) eV = 547775 eV,

E' = √(394654² + 510999²) eV = 645656 eV.

Since cos 60° = ½, k·k' = 100 × 200 × ½ Å⁻² = 10000 Å⁻². The two terms in the numerator of C are

(ħc)² k·k' = 3.89379 × 10¹⁰ eV²,

(mc²)² = 2.61120 × 10¹¹ eV².

With EE' = 3.53674 × 10¹¹ eV²,

C = (0.389379 + 2.61120)/3.53674 = 0.8484,

S = 1.8484.

The overlap is smaller than its nonrelativistic value of 2 by 0.1516. The first correction from (b) would give

|k − k'|² = (100² + 200² − 2 × 10000) Å⁻² = 30000 Å⁻²,

30000/(2 × 258.96²) = 0.2237.

This is 1.475 times the actual reduction, so the first correction is not sufficient here. Shrinking both wave vectors by the same factor shows where it becomes good:

- At 10 and 20 Å⁻¹, 2 − S = 2.2260 × 10⁻³, and the estimate is too large by 0.48% of this value.
- At 1 and 2 Å⁻¹, 2 − S = 2.2367 × 10⁻⁵, and the estimate is too large by 0.0048% of this value.

The hundredfold drop in the relative error follows from (b). The neglected term Q is of fourth order in the momenta and the retained term is of second order, so their ratio falls as the square of the common scale.

**What S does in an electron gas**

Consider a uniform gas in a large volume V, described by a single determinant of free positive-energy plane-wave spinors, with both spins filled at each occupied k and the instantaneous Coulomb interaction taken to first order, so that the spinors are not readjusted self-consistently. For the normalized orbitals φ_a = u_s(k)e^{ik·r}/√V and φ_b = u_{s'}(k')e^{ik'·r}/√V, with k ≠ k', the exchange integral is

∫∫ φ_a†(r)φ_b(r) φ_b†(r')φ_a(r')/|r − r'| d³r d³r' = |u_s†(k)u_{s'}(k')|² 4π/(V|k − k'|²).

The spinors supply the squared overlap, and the exponentials supply the Fourier transform of 1/|r − r'|. Summing over both spins gives S in place of the nonrelativistic 2. Each pair of momenta thus contributes to the Coulomb exchange energy with its nonrelativistic weight multiplied by S/2, which is 0.924 for the pair in (c). The transverse (magnetic and retardation) part of the electron–electron interaction contains matrix elements of α, and S does not describe it. That part is not a smaller correction. For a filled Fermi sphere with k_F ≪ mc, the factor S/2 lowers the magnitude of the exchange energy by the fraction (k_F/mc)²/9, while the transverse part lowers it by about five times as much, at the same order c⁻². The factor S/2 alone therefore does not give the relativistic correction to exchange.

**Variation 1: a single initial spin state**

*Let the initial state be one normalized positive-energy spinor at k, with any spin direction. What is its total squared overlap with the two positive-energy spinors at k'?*

Write a spinor as an upper pair χ and a lower pair η, in the representation where β = diag(1, 1, −1, −1) and α couples the pairs through the Pauli matrices σ. The lower half of Hu = Eu reads cσ·k χ − mc²η = Eη, so

η = σ·a χ,  a = ck/(E + mc²).

The upper half is then satisfied too, because cσ·k η = c²k²χ/(E + mc²) = (E − mc²)χ. From

a² = c²k²/(E + mc²)² = (E − mc²)/(E + mc²)

the squared norm of the spinor, for χ†χ = 1, is 1 + a² = 2E/(E + mc²). The normalization factor N therefore obeys N² = (E + mc²)/(2E).

The Pauli identity (σ·a)(σ·a') = a·a' + iσ·(a×a') gives the matrix of overlaps in a common basis χ_s:

M = NN'(g + iσ·b),  g = 1 + a·a',  b = a×a'.

Since (σ·b)² = b²,

MM† = N²N'²(g + iσ·b)(g − iσ·b) = N²N'²(g² + b²) · 1.

The trace of MM† is S, so MM† = (S/2) · 1. An initial state Σ_s w_s u_s(k) with Σ_s |w_s|² = 1 has total weight w†MM†w = S/2. The answer is S/2 for every spin direction, although the division between the two final states depends on it.

The same formulas confirm (a). Using (a·a')² + |a×a'|² = a²a'²,

S = 2N²N'²(1 + 2a·a' + a²a'²)

= [(E + mc²)(E' + mc²) + 2c²k·k' + (E − mc²)(E' − mc²)]/(2EE')

= [2EE' + 2m²c⁴ + 2c²k·k']/(2EE') = 1 + C.

For the momenta in (c), N² = 0.96643, N'² = 0.89572, a·a' = 0.03180 and |b| = 0.05507. Then

S = 2 × 0.96643 × 0.89572 × (1.03180² + 0.05507²) = 1.848.

The term with b, which rotates the spin, supplies 0.00525 of this. Unlike S itself, this division into a g part and a b part refers to the common basis χ_s and changes if the spinors at k and k' are chosen differently. At small momenta a ≈ k/(2mc), so that this part becomes 2b² ≈ |k×k'|²/(8m⁴c⁴). It is of order c⁻⁴, whereas the reduction of S is of order c⁻².

**Variation 2: the missing weight and reversed momentum**

*Where is the weight 2 − S found, and how large is it for k' = −k?*

The four eigenvectors of H(k') form a complete basis, so 1 − Λ(k') projects on the two negative-energy spinors at k'. The summed weight of the u_s(k) in them is

tr{Λ(k)[1 − Λ(k')]} = tr Λ(k) − S = 2 − S = 1 − C.

This describes the expansion of one set of four-component columns in another. It is not a transition probability, since no perturbation has been specified.

For k' = −k the energies are equal and k·k' = −k², so

S = 1 + (m²c⁴ − c²k²)/E² = (E² + m²c⁴ − c²k²)/E² = 2m²c⁴/E².

The last step uses E² − c²k² = m²c⁴. At 200 Å⁻¹,

S = 2 × (510999/645656)² = 1.2528,

and the negative-energy weight is 0.7472. For ck ≫ mc² the overlap of reversed momenta tends to zero, in agreement with 1 + cos θ at θ = 180°.

The numerical check obtains the spinors by diagonalizing H(k) and sums their squared overlaps directly.

Table of computed values

```
largest |S - (1 + C)| in 40 random cases: 1.7e-15
relative error of quartic term, c times 1, 2, 4: -5.93e-03, -1.49e-03, -3.73e-04
hbar c = 1973.2698 eV angstrom
m c^2 = 510999.0 eV
m c / hbar = 258.961 1/angstrom
|k| = 100 1/angstrom, |k'| = 200 1/angstrom
angle between k and k' = 60 degrees
hbar c |k| = 197327.0 eV
hbar c |k'| = 394654.0 eV
E = 547775.4 eV
E' = 645656.0 eV
(hbar c)^2 k.k' = 3.89379e+10 eV^2
(m c^2)^2 = 2.61120e+11 eV^2
E E' = 3.53674e+11 eV^2
C = 0.848401 (dimensionless)
S from formula = 1.848401 (dimensionless)
S from diagonalization = 1.848401 (dimensionless)
weight per initial spin, S/2 = 0.924201 (dimensionless)
negative-energy weight, 2 - S = 0.151599 (dimensionless)
N^2 = 0.966431, N'^2 = 0.895721 (dimensionless)
a.a' = 0.031796 (dimensionless)
|a x a'| = 0.055071 (dimensionless)
S for k' -> -k' at 200 1/angstrom = 1.252759
Approach to the nonrelativistic limit (weights dimensionless):
|k| = 100, |k'| = 200 1/angstrom:
  S = 1.84840128, 2 - S = 1.51599e-01
  leading estimate of 2 - S = 2.23678e-01, estimate/actual = 1.475464
  spin-rotation part of S = 5.2508e-03
|k| = 10, |k'| = 20 1/angstrom:
  S = 1.99777400, 2 - S = 2.22600e-03
  leading estimate of 2 - S = 2.23678e-03, estimate/actual = 1.004845
  spin-rotation part of S = 8.2923e-07
|k| = 1, |k'| = 2 1/angstrom:
  S = 1.99997763, 2 - S = 2.23668e-05
  leading estimate of 2 - S = 2.23678e-05, estimate/actual = 1.000048
  spin-rotation part of S = 8.3382e-11
```
